# Binding energy of a silicon donor from an ellipsoidal trial function

## Problem

A donor in silicon has one electron more than its four bonds need. The electron is held by the unit charge left on the donor, screened by the crystal. Near one conduction-band minimum, on the $z$ axis of the valley, its mass is $m_t$ for motion along $x$ and $y$, and $m_l$ along $z$. In atomic units, with energies measured from the band edge,

$$H=-\frac{1}{2m_t}\left(\partial_x^2+\partial_y^2\right)-\frac{1}{2m_l}\partial_z^2-\frac{1}{\varepsilon r}.$$

$H$ acts on an envelope $F(\mathbf r)$; the full wave function is $F$ times the Bloch function at the band minimum. This needs an $F$ that varies slowly over a unit cell, parabolic and uncoupled valleys, and static screening at every distance. The donor is isolated, with no applied field.

Take $m_t=0.19$, $m_l=0.92$, $\varepsilon=11.7$ (rough typical values for silicon) and the trial function

$$F=\frac{1}{\sqrt{\pi a^2b}}\exp\left[-\sqrt{\frac{x^2+y^2}{a^2}+\frac{z^2}{b^2}}\,\right].$$

(a) Estimate the radius and binding energy by scaling. (b) Minimize the energy over $a$ and $b$, and show that the minimum is unique for $0<\gamma=m_t/m_l<1$. (c) Compare the two results, and judge what the model omits for $10^{17}$ donors per cm³.

## First estimate by scaling

Suppose the electron occupies a sphere of radius $r$. Its squared momentum is about $1/r^2$, shared equally among three directions. The kinetic energy is then $1/(2mr^2)$, with

$$\frac1m=\frac13\left(\frac{2}{m_t}+\frac1{m_l}\right),\qquad m=\frac{3m_t}{2+\gamma}=\frac{0.57}{2.2065}=0.258.$$

Minimizing $1/(2mr^2)-1/(\varepsilon r)$ gives $r=\varepsilon/m$ and a binding energy $m/(2\varepsilon^2)$. The radius is $11.7/0.258\approx45.3$ bohr, or 24.0 Å. The binding energy, with more digits kept in $m$, is $0.25833/(2\times11.7^2)=9.44\times10^{-4}$ hartree, or 0.0257 eV.

## Exact minimization within the trial family

**Kinetic energy.** Put $x=au$, $y=av$, $z=bw$ and $\rho^2=u^2+v^2+w^2$. The volume element is $a^2b\,du\,dv\,dw$, so the norm is $4\int_0^\infty\rho^2e^{-2\rho}d\rho=1$. Integration by parts turns $-\langle\partial_x^2\rangle$ into $\int(\partial_xF)^2d^3r$. Since $(\partial_ue^{-\rho})^2=(u^2/\rho^2)e^{-2\rho}$ and $u^2/\rho^2$ averages to $1/3$ over angles, each scaled direction contributes $1/3$:

$$T=2\cdot\frac{1}{2m_t}\cdot\frac{1}{3a^2}+\frac1{2m_l}\cdot\frac1{3b^2}
=\frac1{3m_ta^2}+\frac1{6m_lb^2}.$$

**Potential energy.** Let $\mu=w/\rho$. Then $r=\rho\sqrt{a^2-(a^2-b^2)\mu^2}$. The radial integral is $\int_0^\infty\rho e^{-2\rho}d\rho=1/4$, and the azimuth gives $2\pi$, so

$$\left\langle\frac1r\right\rangle=\frac12\int_{-1}^{1}\frac{d\mu}{\sqrt{a^2-(a^2-b^2)\mu^2}}.$$

For an oblate shape write $b=a\cos\theta$, so that $a^2-b^2=a^2\sin^2\theta$. The substitution $\mu\sin\theta=\sin\varphi$ makes the integral $2\theta/(a\sin\theta)$, hence

$$\left\langle\frac1r\right\rangle=\frac{\theta}{a\sin\theta}.$$

The sphere, $\theta\to0$, gives $1/a$. A prolate shape, $b>a$, corresponds to $\theta=i\eta$ and gives $\eta/(a\sinh\eta)$.

**Size at fixed shape.** The energy is $E=A/a^2-B/a$, with

$$A=\frac{1}{6m_t}\left(2+\frac{\gamma}{\cos^2\theta}\right),\qquad B=\frac{\theta}{\varepsilon\sin\theta}.$$

Setting $-2A/a^3+B/a^2=0$ gives $a=2A/B$ and $E=-B^2/(4A)$. At this size $T=A/a^2=B^2/(4A)$, so the kinetic energy equals the binding energy and the potential energy is minus twice that. The binding energy at fixed shape is

$$W(\theta)=\frac{B^2}{4A}=\frac{3m_t}{2\varepsilon^2}\,
\frac{\theta^2}{\sin^2\theta\,(2+\gamma/\cos^2\theta)}.$$

For the sphere this is $3m_t/[2\varepsilon^2(2+\gamma)]$, which is the scaling estimate. That estimate is therefore the best a spherical exponential can do.

**Shape.** Write $s=\sin\theta$, $c=\cos\theta$. Half the derivative of $\ln W$ must vanish:

$$\frac1\theta-\frac cs-\frac{\gamma s}{c(2c^2+\gamma)}=0.$$

The first two terms combine to $(s-\theta c)/(\theta s)$. Cross-multiplication gives

$$c(s-\theta c)(2c^2+\gamma)=\gamma\theta s^2.$$

Collect the terms in $\gamma$ on the right. Their coefficient is $\theta s^2-sc+\theta c^2=\theta-sc$, so

$$\gamma=\frac{2c^3(s-\theta c)}{\theta-sc}.$$

To simplify $W$ and $a$, define $h=(\theta-sc)/(\theta s^2)$. Then

$$\frac1h-1=\frac{\theta s^2-\theta+sc}{\theta-sc}=\frac{c(s-\theta c)}{\theta-sc},$$

so $\gamma=2c^2(1/h-1)$ and $2+\gamma/c^2=2/h$. Inserting this into $W$ and into $a=2A/B$ gives

$$E_B=\frac{3m_t}{4\varepsilon^2}\,\frac{\theta(\theta-sc)}{s^4},\qquad
a=\frac{2\varepsilon}{3m_t}\,\frac{s^3}{\theta-sc},\qquad b=ac.$$

**Uniqueness.** Division shows that $h=1/s^2-\cot\theta/\theta$. With $N=n^2\pi^2$, the partial fractions of the cotangent and of minus its derivative are

$$\cot\theta=\frac1\theta-\sum_{n\ge1}\frac{2\theta}{N-\theta^2},\qquad
\frac1{s^2}=\frac1{\theta^2}+\sum_{n\ge1}\frac{2(N+\theta^2)}{(N-\theta^2)^2}.$$

The terms $1/\theta^2$ cancel in $h$, and the rest combine to

$$h=\sum_{n\ge1}\frac{4N}{(N-\theta^2)^2}.$$

Every term grows with $\theta^2$. On the oblate side $h$ rises from $2/3$ at the sphere to 1 at $\theta=\pi/2$. Both $c^2$ and $1/h-1$ then fall, so $\gamma$ falls strictly from 1 to 0 and takes each value between them once. On the prolate side $\theta^2=-\eta^2$, so $h<2/3$ and $c^2=\cosh^2\eta>1$. Stationarity there would need $\gamma>1$.

The sphere needs separate care. $W$ is even in $\theta$, so its $\theta$ derivative vanishes there for any $\gamma$. The proper shape variable is $\theta^2$, and in that variable the sphere is stationary only for $\gamma=1$. Finally, $W$ is positive and tends to zero for extreme flattening and extreme elongation. Its one stationary point is therefore its maximum, and the energy has one minimum.

**Two limits.** For $\gamma\to1$, $\theta-sc\to2\theta^3/3$, which gives $a=\varepsilon/m$ and $E_B=m/(2\varepsilon^2)$, the scaled hydrogen atom.

For $\gamma\to0$ at fixed $m_t$, $\theta\to\pi/2$ and $\gamma\to4c^3/\pi$. The shape flattens slowly, as $b/a\to(\pi\gamma/4)^{1/3}$, and $E_B\to3\pi^2m_t/(16\varepsilon^2)=1.85\,m_t/\varepsilon^2$. An electron confined to a plane has the ground state $e^{-kr}$ with $k=2m_t/\varepsilon$ and binding energy $2m_t/\varepsilon^2$. The trial function falls 7.5% short of this. Its density summed over $z$ is not the square of a plane exponential, which accounts for 2.3%. The rest is extra kinetic energy: the trial function is not a product, and its profile along $z$ changes with distance from the axis.

**Numbers.** For $\gamma=0.20652$ the shape equation gives $\theta=0.96027$, so $c=0.5733$, $s=0.8193$ and $\theta-sc=0.4905$. Then

$$a=\frac{2\times11.7}{3\times0.19}\times\frac{0.5501}{0.4905}=46.0\ \text{bohr}=24.4\ \text{Å},$$

and $b=0.5733\,a=14.0$ Å. In nanometres the radii are 2.44 and 1.40. The binding energy is

$$E_B=\frac{3\times0.19}{4\times11.7^2}\times\frac{0.96027\times0.4905}{0.4507}
=1.088\times10^{-3}\ \text{hartree}=0.0296\ \text{eV},$$

or 29.6 meV. Direct minimization of the energy, with its integrals done numerically, gives the same value.

## Comparison of the two results

| | Sphere | Ellipsoid |
|---|---|---|
| $a$ (Å) | 24.0 | 24.4 |
| $b$ (Å) | 24.0 | 14.0 |
| Binding energy (eV) | 0.0257 | 0.0296 |

The ellipsoid binds 15% more strongly, relative to the sphere. The transverse radius hardly moves; the gain comes from drawing the charge in along $z$, where the heavy mass makes confinement cheap. The longitudinal share of the kinetic energy rises from $\gamma/(2+\gamma)=9\%$ to $0.0071/0.0296=24\%$. The total kinetic energy rises by 0.0039 eV, and the potential energy falls by twice as much.

The variational principle makes 0.0296 eV a lower bound on the binding energy of $H$. Two large sets of anisotropic Gaussians both give 0.02965 eV, also a lower bound. The ellipsoid falls short of that by 0.14%, so its remaining error appears far smaller than that of the approximations in $H$, sized below.

## What the model omits

**The real donor.** Phosphorus in silicon is bound by roughly 0.045 eV, about half as much again as the model gives. The envelope varies slowly over a cell: $1/b=0.07$ Å⁻¹, against a valley position $k_0=0.98$ Å⁻¹. The margin for a parabolic valley is smaller, since the zone boundary at X, where the next conduction band is met, lies only 0.17 Å⁻¹ from the minimum. Two other assumptions fail: full screening close to the ion, and uncoupled valleys. The effect can be sized by adding $-(1-1/\varepsilon)e^{-\kappa r}/r$, with a chosen range $1/\kappa=1$ Å. To first order, with the envelope replaced by its value at the origin and Bloch overlaps set to one, two valleys a distance $q$ apart are coupled by

$$U(q)=-\frac{4\pi(1-1/\varepsilon)}{q^2+\kappa^2}\,\frac1{\pi a^2b}.$$

This is $-0.0064$ eV within a valley, $-0.0013$ eV between opposite valleys ($q=2k_0$) and $-0.0022$ eV between valleys on different axes ($q=\sqrt2k_0$). The state with equal amplitudes in all six valleys gains the first, the second and four times the third, and its binding energy becomes 0.046 eV. The closeness to the real value proves little, because the range was chosen and first order is not reliable here. Keeping the decay of $F$ reduces the first term to $-0.0052$ eV, but letting the envelope respond to the core acts the other way, and more strongly: for a single valley with the spherical mass 0.258, it takes the shift from $-0.003$ to $-0.009$ eV. With all six valleys coupled, an unrestricted envelope would even collapse into the core, where a slowly varying $F$ has no meaning. The estimate shows only that, if screening fails within about 1 Å of the ion, the core and valley coupling are too large to neglect; it does not predict the size of the shift.

**Dielectric constant.** Since $E_B\propto\varepsilon^{-2}$, taking 11.4 instead of 11.7 raises the result to 0.0312 eV, by 5%.

**Electric field.** In a field $\mathcal F$ the potential $-1/(\varepsilon z)-\mathcal Fz$ has its top at $z=1/\sqrt{\varepsilon\mathcal F}$, with height $-2\sqrt{\mathcal F/\varepsilon}$. With the level held at $-E_B$, the top reaches it at $\mathcal F=\varepsilon E_B^2/4=0.018$ MV/cm; tunnelling frees the electron at lower fields. At $10^{17}$ cm⁻³ the sphere holding one donor on average has radius 134 Å, and an ionized neighbour at that distance produces 0.007 MV/cm. This comparison flatters isolation, because the neighbour's field is not uniform. For two unscreened centres a distance $d$ apart the barrier top, midway, lies at $-4/(\varepsilon d)$, while the level sinks to about $-E_B-1/(\varepsilon d)$. At 134 Å these are $-0.037$ and $-0.039$ eV, and they meet at $d=3/(\varepsilon E_B)=125$ Å; inside that distance the electron passes classically to the neighbour, though not to the band. With random placement about half the donors have a neighbour that close. Free carriers screen it only in part, over a Debye length of about 140 Å at 300 K. Isolation is thus marginal at this density, and the ionized fractions below inherit that limit. The spacing varies as the inverse cube root of the density, so at $10^{20}$ cm⁻³ it would be 13 Å, less than $a$. The isolated donor loses its meaning well before that: phosphorus-doped silicon turns metallic at a few times $10^{18}$ cm⁻³.

**Temperature.** Let $n$ be the density of free electrons, $N$ that of donors, and $N_c$ the effective density of states of the six valleys. With chemical potential $\mu_c$, $n=N_ce^{\mu_c/kT}$, and the ionized donors number $N/(1+Ze^{\mu_c/kT})$, where $Z=2\sum_ie^{E_i/kT}$ runs over the six valley states with binding energies $E_i$. Neutrality equates the two densities:

$$\frac{n^2}{N-n}=\frac{N_c}{Z}.$$

This assumes that every donor atom is active, that no acceptors or other traps take up electrons, and that excited donor states can be ignored. With all six $E_i=0.0296$ eV, 89% of the donors are ionized at 300 K and 17% at 77 K. With the core shifts included, the fractions are 87% and 9%. The error in the binding energy is thus nearly harmless at room temperature, but at 77 K the model without core shifts gives 1.8 times the carrier density found with them. Ignoring excited states matters more at 300 K: counting the 2s- and 2p-like levels of $H$ would lower the two fractions there by about 12 and 11 percentage points, respectively. The orbits of these levels are wide enough to reach towards neighbouring donors at this density, so the true correction is uncertain. The remaining values are in the numerical output.

## Calculated quantities

```
transverse mass: 0.19 electron masses
longitudinal mass: 0.92 electron masses
dielectric constant: 11.7
mass ratio gamma: 0.20652
shape angle theta: 0.96027 rad
radius ratio b/a: 0.5733
transverse radius a: 24.36 angstrom
longitudinal radius b: 13.965 angstrom
transverse radius a, converted: 2.436 nm
longitudinal radius b, converted: 1.397 nm
transverse kinetic energy: 0.022529 eV
longitudinal kinetic energy: 0.007078 eV
potential energy: -0.059214 eV
binding energy, ellipsoidal trial: 0.029607 eV
binding energy, converted: 29.61 meV
binding by direct minimization: 0.029607 eV
best spherical radius: 23.97 angstrom
binding energy, spherical trial: 0.025675 eV
binding, Gaussian basis 1: 0.029649 eV
binding, Gaussian basis 2: 0.029649 eV
trial shortfall from larger value: 0.142 %
binding energy for eps = 11.4: 0.03119 eV
core range, chosen: 1 angstrom
lattice constant, rough: 5.43 angstrom
valley position k0: 0.984 1/angstrom
same-valley core shift, contact: -0.00636 eV
same-valley core shift, quadrature: -0.00521 eV
opposite-valley coupling: -0.00131 eV
side-valley coupling: -0.00217 eV
singlet binding with core: 0.0459 eV
triplet binding with core: 0.0347 eV
doublet binding with core: 0.0329 eV
field that lowers barrier to level: 0.0178 MV/cm
donor density: 1e+17 cm^-3
mean donor spacing radius: 134 angstrom
field of ionized neighbour there: 0.00689 MV/cm
thermal energy at 300 K: 0.0259 eV
thermal energy at 77 K: 0.00664 eV
band density of states at 300 K: 2.74e+19 cm^-3
band density of states at 77 K: 3.57e+18 cm^-3
ionized fraction at 300 K, no core: 0.891
ionized fraction at 300 K, with core: 0.866
ionized fraction at 77 K, no core: 0.169
ionized fraction at 77 K, with core: 0.0933
```
